\section*{Energy Drawn from the Supply to Charge a Signal Wire}

\section*{Problem}

A signal wire on a logic chip is 1 mm long and has a capacitance of 0.2 fF per micrometre to the conductors around it. All these conductors are held at ground. A driver connects one end of the wire, initially at 0 V, to a constant supply of 0.7 V and keeps it connected until the wire has settled. The far end feeds a transistor gate that takes no steady current.

\begin{enumerate}
\item Is the given capacitance per length reasonable?
\item How much energy does the supply deliver, and where does it go?
\item How does the answer change if the two neighbouring wires switch at the same moment?
\item How much has been drawn if the driver is cut off after 1 ns?
\end{enumerate}

For the geometry, use rough typical values for an intermediate wiring level: width $w=100$ nm, height $h=200$ nm, gaps of 100 nm to the neighbours and to the layers above and below, and relative permittivity $\kappa=3$. The resistivity is 4 $\mu\Omega\,$cm and the driver has a resistance of 1 k$\Omega$.

\section*{Solution}

\subsection*{1. The capacitance per length}

Let $s$ be the gap to each neighbour and $t_g$ the gap to the layer above or below, which is treated as a grounded plane. A side face of height $h$ opposite a neighbour is roughly a parallel-plate capacitor. Its plate area per unit length is $h$, so it contributes $\epsilon_0\kappa h/s$. The top or bottom face contributes $\epsilon_0\kappa w/t_g$. There are two faces of each kind, and their capacitances add because all the surroundings share one potential:
\begin{equation}
c_{\rm flat}=\epsilon_0\kappa\left(\frac{2h}{s}+\frac{2w}{t_g}\right)
=\epsilon_0\kappa\,(4+2)=0.159\ \text{fF}/\mu\text{m}.
\end{equation}
This leaves out the field that spreads from the edges and corners. A numerical solution of Laplace's equation for the same cross-section, with neighbours and planes grounded, includes it. The result is 0.218 fF/$\mu$m on a 10 nm grid and 0.217 fF/$\mu$m on a 5 nm grid. Because of the sharp corners the grid error falls slowly; the converged value is 0.216 fF/$\mu$m. The given 0.2 fF/$\mu$m is therefore reasonable for this geometry, though about 7\% below the computed value.

The capacitance per length does not depend on the overall size of the cross-section. If every transverse dimension is multiplied by $\lambda$ at fixed voltages, the same potential pattern, stretched by $\lambda$, still solves Laplace's equation. Fields fall as $1/\lambda$, while the perimeter of the wire grows as $\lambda$. The charge per length is the surface field times $\epsilon_0\kappa$, integrated around the perimeter, so it is unchanged. Shrinking a wiring level in proportion thus leaves $c$ alone as long as $\kappa$ is kept.

With the given value, the total capacitance is
\begin{equation}
C=c\ell=(0.2\ \text{fF}/\mu\text{m})(1000\ \mu\text{m})=200\ \text{fF}.
\end{equation}

\subsection*{2. Energy from the supply}

\paragraph{Charge.} The wire has resistance, so its parts do not all rise together. Let $x$ run from the driver ($x=0$) to the far end ($x=\ell$), let $v(x,t)$ be the voltage, and let $i(x,t)$ be the current flowing towards larger $x$. The current lost between $x$ and $x+dx$ charges that piece:
\begin{equation}
-\frac{\partial i}{\partial x}=c\,\frac{\partial v}{\partial t}.
\label{eq:cont}
\end{equation}
Integrate over the whole wire. The gate at the far end takes only a small charging current, which is neglected here, so $i(\ell,t)=0$ and
\begin{equation}
i(0,t)=\int_0^\ell c\,\frac{\partial v}{\partial t}\,dx .
\end{equation}
Now integrate over time. Every piece starts at 0. After settling no current flows, so there is no voltage drop along the wire or across the driver, and every piece is at the supply voltage $V$. Hence
\begin{equation}
Q=\int_0^\infty i(0,t)\,dt=\int_0^\ell c\,(V-0)\,dx=CV .
\end{equation}
Numerically, $Q=(200\ \text{fF})(0.7\ \text{V})=140$ fC, or about $8.7\times10^5$ electrons. Neither the resistance nor the shape of the current pulse has entered.

\paragraph{Energy.} The supply delivers power $V\,i(0,t)$. Because $V$ is constant, it can be taken outside the time integral:
\begin{equation}
E=\int_0^\infty V\,i(0,t)\,dt=VQ=CV^2 .
\label{eq:main}
\end{equation}
For the wire,
\begin{equation}
E=(200\ \text{fF})(0.7\ \text{V})^2=98\ \text{fJ}.
\end{equation}

\paragraph{Where it goes.} To follow the energy, add Ohm's law for the wire, whose resistance per length is $r$:
\begin{equation}
\frac{\partial v}{\partial x}=-r\,i .
\label{eq:ohm}
\end{equation}
The energy stored per length is $cv^2/2$. Its rate of change follows from (\ref{eq:cont}), the product rule and (\ref{eq:ohm}):
\begin{align}
\frac{\partial}{\partial t}\left(\tfrac12 c v^2\right)
&=v\,c\,\frac{\partial v}{\partial t}=-v\,\frac{\partial i}{\partial x}\nonumber\\
&=-\frac{\partial (vi)}{\partial x}+i\,\frac{\partial v}{\partial x}
=-\frac{\partial (vi)}{\partial x}-r\,i^2 .
\end{align}
Integrating over the wire, with $i=0$ at the far end, gives
\begin{equation}
v(0,t)\,i(0,t)=\frac{dU}{dt}+\int_0^\ell r\,i^2\,dx,
\qquad U=\int_0^\ell\tfrac12 c v^2\,dx .
\end{equation}
The driver drops the voltage $V-v(0,t)$ and turns the power $[V-v(0,t)]\,i(0,t)$ into heat. Adding this to both sides makes the left side the full supply power:
\begin{equation}
V\,i(0,t)=\frac{dU}{dt}+[V-v(0,t)]\,i(0,t)+\int_0^\ell r\,i^2\,dx .
\end{equation}
Over the whole process the left side integrates to $CV^2$ and the first term on the right to $U_{\rm final}-0=\frac12CV^2$. The last two terms are the heat $H$ in driver and wire, so
\begin{equation}
H=CV^2-\tfrac12CV^2=\tfrac12CV^2=49\ \text{fJ}.
\end{equation}
The driver was not assumed to obey Ohm's law. A better conductor carries a larger current for a shorter time, and the total heat stays the same.

These statements were tested by integrating the circuit equations in time. The wire was divided into 40 pieces, with 2 k$\Omega$ in the wire and 1 k$\Omega$ in the driver, and followed for 10 ns. The accumulated supply energy was 98.00 fJ, the stored energy 49.00 fJ and the heat 49.00 fJ. A second calculation treated the wire as one capacitor and used a driver whose current saturates, $i=(300\ \mu\text{A})\tanh[(V-v)/(0.2\ \text{V})]$. It also gave 98.00 fJ drawn and 49.00 fJ of heat.

\paragraph{The return to zero.} To lower the wire, the driver disconnects it from the supply and connects it to ground. With grounded surroundings the supply then delivers nothing, and the stored 49 fJ becomes heat. One rise and one fall together cost 98 fJ, all of it finally heat. If the wire rises $a$ times per clock cycle at clock frequency $f$, and has time to settle after each change, the average power is
\begin{equation}
P=a f E=(0.1)(1\ \text{GHz})(98\ \text{fJ})=9.8\ \mu\text{W},
\end{equation}
where $a=0.1$ is a chosen activity.

\paragraph{Surroundings held at the supply voltage.} Suppose that a part $C_s$ of the capacitance leads to conductors held at $V$ instead of ground. During the rise the driver still takes $CV$ from the supply. The voltage across $C_s$ falls from $V$ to zero, however, so those conductors return a charge $C_sV$ to the supply. The net draw is $(C-C_s)V^2$. During the fall $C_s$ is charged again, which draws $C_sV^2$. The sum over a full cycle remains $CV^2$; what changes is its division between rise and fall.

\paragraph{When the supply is not constant.} The loss of one half is tied to the fixed supply voltage. Suppose instead that the wire is connected in turn to sources of $V/n,\,2V/n,\dots,V$ and settles at each one. Every step delivers the charge $CV/n$, and the $k$th source delivers it at voltage $kV/n$. The total is
\begin{equation}
E_n=\sum_{k=1}^{n}\frac{CV}{n}\,\frac{kV}{n}
=\frac{CV^2}{n^2}\,\frac{n(n+1)}{2}
=\frac{CV^2}{2}\left(1+\frac1n\right).
\end{equation}
For $n=1$ this is (\ref{eq:main}). For many steps it approaches $\frac12CV^2$, the stored energy alone, and the heat $CV^2/(2n)$ tends to zero. The price is time, since the wire must settle $n$ times.

\subsection*{3. Neighbours that switch}

Split the capacitance into $C_n$, to the two neighbours together, and $C_g=C-C_n$, to everything else. The field solution assigns about 55\% of the total to the neighbours. The converged share is 54.5\%, which would turn the 152 and 44 fJ found below into 151 and 45 fJ. Flat faces alone would give $4/6$, or 67\%; the edge fields therefore add proportionately more capacitance to the planes than to the neighbours.

If the neighbours are at voltage $v_n$, the charge on the wire is
\begin{equation}
q=C_g v+C_n(v-v_n).
\end{equation}
Let the wire rise by $V$ while the neighbours change by $\Delta v_n$. The wire's driver must supply the change in $q$, and the energy passing from the supply through this driver is
\begin{equation}
E_d=V\Delta q=V\left[C_gV+C_n(V-\Delta v_n)\right].
\label{eq:neigh}
\end{equation}
Three cases follow.
\begin{itemize}
\item Neighbours still, $\Delta v_n=0$: $E_d=(C_g+C_n)V^2=CV^2=98$ fJ.
\item Both fall, $\Delta v_n=-V$: $E_d=(C_g+2C_n)V^2=(1+0.55)(98\ \text{fJ})=152$ fJ.
\item Both rise, $\Delta v_n=+V$: $E_d=C_gV^2=(1-0.55)(98\ \text{fJ})=44$ fJ.
\end{itemize}
When the neighbours fall, the voltage across $C_n$ swings from $-V$ to $+V$, twice the usual change. When they rise in the same way, it begins and ends at zero. If one rises and the other falls, the symmetric halves of $C_n$ contribute $0$ and $2(C_n/2)V^2$, and the result is again 98 fJ. Integrating the current in a circuit of the wire and its neighbours, all switched at the same instant, confirmed the three values.

Equation (\ref{eq:neigh}) counts the energy through one driver, which need not be the net draw of the group. Suppose the neighbours fall only after the wire has settled at $V$. During the wire's rise they are still held at $V$, and by the argument given above for $C_s$ they return $C_nV$ to the supply. The wire's driver passes 152 fJ in all, but the net draw is $152-54=98$ fJ. With simultaneous switching the falling neighbours are already connected to ground, so nothing is returned and the supply loses the full 152 fJ.

\subsection*{4. A driver cut off after 1 ns}

The cross-section has an area of $(100\ \text{nm})(200\ \text{nm})$, which with 4 $\mu\Omega\,$cm gives 2 $\Omega/\mu$m, or $R_w=2$ k$\Omega$ for the wire. The driver has $R_d=1$ k$\Omega$.

At time $t$ the supply has delivered the charge now on the wire, so the energy drawn is
\begin{equation}
E(t)=V\int_0^\ell c\,v(x,t)\,dx=CV\,\bar v(t),
\end{equation}
where $\bar v$ is the voltage averaged along the wire. To find how fast $\bar v$ approaches $V$, write the missing voltage at $x$ as the drop across the driver and the wire before it:
\begin{equation}
V-v(x,t)=R_d\,i(0,t)+\int_0^x r\,i(x',t)\,dx' .
\end{equation}
Integrate over all time. The charge passing $x'$ is what the rest of the wire needs, $c(\ell-x')V$. Dividing by $V$ gives a settling time for each point:
\begin{equation}
\tau(x)=\int_0^\infty\frac{V-v(x,t)}{V}\,dt
=R_dC+rc\left(\ell x-\frac{x^2}{2}\right).
\end{equation}
For a single exponential approach this integral is the time constant. At the far end, with $rc\ell^2=R_wC$,
\begin{equation}
\tau(\ell)=\left(R_d+\tfrac12R_w\right)C=(2\ \text{k}\Omega)(200\ \text{fF})=400\ \text{ps}.
\end{equation}
The energy depends on the average over the wire. Since the averages of $\ell x$ and $x^2/2$ are $\ell^2/2$ and $\ell^2/6$,
\begin{equation}
\bar\tau=R_dC+R_wC\left(\tfrac12-\tfrac16\right)
=\left(R_d+\tfrac13R_w\right)C\approx333\ \text{ps}.
\end{equation}
Treating $\bar v$ as a single exponential, which is an approximation for a distributed wire, gives
\begin{equation}
E(1\ \text{ns})\approx(98\ \text{fJ})\left(1-e^{-1000/333}\right)\approx93\ \text{fJ}.
\end{equation}
The 40-piece calculation gives 92.8 fJ, about 5\% below the settled value. This holds for a first rise from 0 V and for neighbours that are ideal grounds. If the two neighbours are instead identical resistive wires tied to ground through 1 k$\Omega$ drivers, the rising wire pulls them up for a while, and only about 90 fJ has been drawn after 1 ns; the settled value is unchanged. In a repeated cycle with incomplete falls, the wire would start above zero and draw less.

If the wire resistance is larger by a factor of 1.3, with the driver and everything else fixed, the energy drawn in 1 ns drops to 90.8 fJ. As an effect of heating this factor is generous: the part of the 4 $\mu\Omega\,$cm that comes from surface and grain-boundary scattering depends little on temperature, so a rise of 100 K gives a factor of only about 1.16, and 1.3 would need about 180 K. Given time to settle, the hot wire again draws 98.00 fJ. Resistance affects the energy here only through the cut-off.

The use of resistance and capacitance alone also needs a check. No signal can reach the far end sooner than light in the insulator, which takes $\ell\sqrt{\kappa}/c_0=5.8$ ps, where $c_0$ is the speed of light in vacuum. The front that travels at this speed is almost completely damped by the 2 k$\Omega$ of the wire, and the far end rises by the slower charging described above. Since 5.8 ps is far below 400 ps, wave propagation has little effect on the charging curve. It would not alter the settled energy in any case: the final charge is still $CV$, and the magnetic energy is zero at the beginning and at the end.

\section*{A few cases}

The table lists the energy through the wire's driver for one rise. Unless stated otherwise, the supply is 0.7 V, the neighbours are still and the wire settles fully.

\begin{center}
\begin{tabular}{lc}
\hline
Case & Energy (fJ)\\
\hline
Reference case & 98\\
Both neighbours fall together with the rise & 152\\
Both neighbours rise together with the wire & 44\\
Driver cut off after 1 ns & 92.8\\
Cut off after 1 ns, wire resistance $\times1.3$ & 90.8\\
Supply 5\% higher & 108\\
\hline
\end{tabular}
\end{center}

The last row follows from the square of the voltage: $1.05^2=1.1025$, so a 5\% increase in $V$ raises the energy by about 10\%.

\section*{How far the estimate can be trusted}

The chosen dimensions, voltage and capacitance are of the size found in modern logic chips, but they describe no particular product. The resistivity of narrow wires exceeds that of bulk copper because electrons also scatter from surfaces and grain boundaries. The value of 4 $\mu\Omega\,$cm is on the high side for a copper wire 100 nm wide and is more typical of narrower ones. A lower value would leave the settled energy unchanged and bring the energy drawn in 1 ns closer to it. The assumption of still neighbours matters a great deal: for this geometry, simultaneous switching moves the energy through the driver between about 44 and 152 fJ. This range depends on treating the layers above and below as solid grounded planes 100 nm away, whereas real layers are usually arrays of crossing wires. The split is sensitive to such details: with the planes 200 nm away the neighbours take 72\% of the capacitance, and for the same total $C$ the range becomes 27 to 169 fJ. The capacitance itself matters less. Using the computed 0.217 fF/$\mu$m in place of 0.2 would give about 106 fJ.

Three further omissions are small for the rough values assumed here. Transistors at the two ends of the wire, taken as 4 fF together, add $(4\ \text{fF})(0.7\ \text{V})^2\approx2$ fJ. While the driver switches, both of its transistors may conduct briefly from supply to ground. A triangular current pulse with a peak of 50 $\mu$A and a duration of 20 ps costs $\frac12(50\ \mu\text{A})(20\ \text{ps})(0.7\ \text{V})=0.35$ fJ. A leakage current of 10 nA costs 0.007 fJ in 1 ns. Leakage continues while the wire is idle, however, so its share grows if the wire switches rarely. At this rate it would take about 14 $\mu$s of idling to match one 98 fJ rise.

A long link may also contain repeaters, which are amplifying stages placed along the wire. Their input and output capacitances must be added to $C$ before (\ref{eq:main}) is used, and they are not included here. The figure of 98 fJ is thus the cost of charging the bare wire once, about 0.1 pJ, and not the full energy budget of a link. The computed values are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Wire length: 1000 um
Capacitance per length: 0.2 fF/um
Supply voltage: 0.7 V
Total capacitance: 200 fF
Charge delivered: 140 fC
Electrons moved: 8.74e+05
Energy drawn, C V^2: 98.0 fJ
Energy drawn, ladder: 98.00 fJ
Energy stored, ladder: 49.00 fJ
Heat while charging, ladder: 49.00 fJ
Heat while discharging, ladder: 49.00 fJ
Energy drawn, saturating driver: 98.00 fJ
Heat, saturating driver: 49.00 fJ
Clock frequency: 1.0 GHz
Rises per clock cycle: 0.1
Average power: 9.8 uW
Wire width, height, gaps: 100, 200, 100 nm
Relative permittivity: 3.0
Capacitance from flat faces: 0.159 fF/um
Capacitance, field, 10 nm grid: 0.218 fF/um
Capacitance, field, 5 nm grid: 0.217 fF/um
Share to two neighbours: 55 %
Drawn, neighbours still: 98.0 fJ
Drawn, neighbours falling: 152 fJ
Drawn, neighbours rising: 44 fJ
Copper resistivity: 4.0 uohm cm
Wire resistance per length: 2.0 ohm/um
Wire resistance: 2.0 kohm
Driver resistance: 1.0 kohm
Charging time scale: 400 ps
Signal flight time: 5.8 ps
Drawn after one clock period: 92.8 fJ
Hot wire resistance factor: 1.3
Drawn after one period, hot wire: 90.8 fJ
Drawn after settling, hot wire: 98.00 fJ
Drawn at 5 % higher supply: 108.0 fJ
Transistor capacitance at wire ends: 4.0 fF
Energy for that capacitance: 1.96 fJ
Driver leakage current: 10 nA
Leakage energy in one period: 0.007 fJ
Overlap current peak: 50 uA
Overlap duration: 20 ps
Overlap energy, triangular pulse: 0.35 fJ
\end{verbatim}
